# Collision-Induced Polarizability of an Atom Pair, Applied to Helium: verification in Python

```python
# Result under test: long-range polarizability of two identical S-state atoms,
# distance R along z, in hartree atomic units:
#   anisotropy = 6 a^2/R^3 + [6 a^3 + (3/pi) Int a(iw)(gpar - gperp) dw]/R^6
#   mean = 2 a + [4 a^3 + (2/pi) Int a(iw)(gpar + 2 gperp) dw]/R^6
# a(iw): atomic dipole polarizability at imaginary frequency; a = a(0).
# gpar, gperp: second derivatives, with respect to a static field F along z,
# of the field-dressed a_zz(iw;F) and a_xx(iw;F).
# Helium: free atom, full CI for singlets in an s,p,d Gaussian basis.
import numpy as np
from scipy.linalg import eigh
from scipy import constants
from pyscf import gto, ao2mo

nodes, weights = np.polynomial.legendre.leggauss(60)
omega = (1 + nodes) / (1 - nodes)
omega_weights = 2 * weights / (1 - nodes)**2
frequencies = np.concatenate([[0.0, 1.0], omega])


def close(value, reference, rel, floor=0.0):
    return abs(value - reference) <= rel * abs(reference) + floor


def quadratic(f_zero, f_full, f_half, step):
    """Coefficient of step^2 in an even function, one Richardson step."""
    full = (f_full - f_zero) / step**2
    half = (f_half - f_zero) / (step / 2)**2
    return (4 * half - full) / 3


def dressed(h, mu, field):
    """Ground energy, gaps and transition moments in a field along z."""
    energy, vectors = eigh(h - field * mu[2])
    moments = np.array([vectors.T @ (d @ vectors[:, 0]) for d in mu])
    return energy[0], energy - energy[0], moments


def polarizability(state, axis):
    gap, moment = state[1][1:], state[2][axis][1:]
    return (2 * gap * moment**2
            / (gap**2 + frequencies[:, None]**2)).sum(axis=1)


def second_order(state, coupling):
    """Explicit second-order sums: one atom excited, both atoms excited."""
    _, gap, m = state
    v = -sum(coupling[k] * np.outer(m[k], m[k]) for k in range(3))
    denominator = gap[:, None] + gap[None, :]
    denominator[0, 0] = np.inf
    terms = -v**2 / denominator
    return np.array([terms[0].sum() + terms[:, 0].sum(),
                     terms[1:, 1:].sum()])


def analyse(h, mu, field=0.02):
    states = [dressed(h, mu, f) for f in (0.0, field, field / 2)]
    along = [polarizability(s, 2) for s in states]
    across = [polarizability(s, 0) for s in states]
    a = along[0]
    assert close(across[0][0], a[0], 1e-7)
    gpar = 2 * quadratic(*along, field)
    gperp = 2 * quadratic(*across, field)

    def integral(f):
        return omega_weights @ f[2:] / np.pi

    r = dict(energy=states[0][0], a=a[0], gpar=gpar[0], gperp=gperp[0],
             a_ratio=a[1] / a[0], gpar_i1=gpar[1],
             c6=3 * integral(a * a),
             disp_z=integral(a * (4 * gpar + 2 * gperp)),
             disp_x=integral(a * (gpar + 5 * gperp)),
             disp_mean=2 * integral(a * (gpar + 2 * gperp)),
             disp_aniso=3 * integral(a * (gpar - gperp)))
    r["sum_rule"] = 2 * np.sum(states[0][1] * states[0][2][2]**2)

    # Static hyperpolarizability from the energy in the field.
    def quartic(s, f):
        return -24 * (s[0] - states[0][0] + a[0] * f**2 / 2) / f**4
    r["g_energy"] = (4 * quartic(states[2], field / 2)
                     - quartic(states[1], field)) / 3

    # Explicit sums over excited states of the two dressed atoms.
    sums = {}
    for name, axis in (("z", 2), ("x", 0)):
        coupling = -np.ones(3)
        coupling[axis] = 2.0
        e2 = [second_order(s, coupling) for s in states]
        sums[name] = -2 * quadratic(*e2, field)
        r["c6_sum"] = -e2[0][1]
    scale = a[0]**3
    assert close(sums["z"][0], 8 * scale, 1e-3)
    assert close(sums["x"][0], 2 * scale, 1e-3)
    assert close(sums["z"][1], r["disp_z"], 1e-3, 1e-4 * scale)
    assert close(sums["x"][1], r["disp_x"], 1e-3, 1e-4 * scale)
    assert close(r["c6_sum"], r["c6"], 1e-5)
    r["sum_disp_mean"] = (sums["z"][1] + 2 * sums["x"][1]) / 3
    return r


def model_atom(quartic_strength):
    """One electron in r^2/2 + strength*r^4, at most three quanta."""
    size = 12
    x = np.diag(np.sqrt(np.arange(1, size) / 2), 1)
    x = x + x.T
    one, x2 = np.eye(size), x @ x
    x4 = x2 @ x2
    q = np.array([(i, j, k) for i in range(4) for j in range(4)
                  for k in range(4) if i + j + k <= 3])

    def op(*factors):
        out = np.ones((len(q), len(q)))
        for k, f in enumerate(factors):
            out = out * f[np.ix_(q[:, k], q[:, k])]
        return out
    r4 = (op(x4, one, one) + op(one, x4, one) + op(one, one, x4)
          + 2 * (op(x2, x2, one) + op(x2, one, x2) + op(one, x2, x2)))
    h = np.diag(q.sum(axis=1) + 1.5) + quartic_strength * r4
    return h, [-op(x, one, one), -op(one, x, one), -op(one, one, x)]


def pair_polarizability(h, mu, t):
    """Diagonalize the whole pair; t = 1/R^3. Returns (zz, xx)."""
    one = np.eye(len(h))
    total = np.kron(h, one) + np.kron(one, h)
    for factor, d in zip((-t, -t, 2 * t), mu):
        total = total - factor * np.kron(d, d)
    energy, vectors = eigh(total)
    result = []
    for axis in (2, 0):
        d = np.kron(mu[axis], one) + np.kron(one, mu[axis])
        m = vectors.T @ (d @ vectors[:, 0])
        result.append(2 * np.sum(m[1:]**2 / (energy[1:] - energy[0])))
    return np.array(result)


def pair_coefficients(h, mu, a, t=0.01):
    """Coefficients of t and t^2; negative t is only a numerical device."""
    even, odd = [], []
    for step in (t, t / 2):
        plus = pair_polarizability(h, mu, step)
        minus = pair_polarizability(h, mu, -step)
        even.append((plus + minus) / 2)
        odd.append((plus - minus) / (2 * step))
    return (4 * odd[1] - odd[0]) / 3, quadratic(2 * a, *even, t)


def helium(shells):
    """Singlet full-CI matrices; shells = (l, lowest exponent, ratio, count)."""
    basis = [[l, [low * ratio**k, 1.0]]
             for l, low, ratio, count in shells for k in range(count)]
    mol = gto.M(atom="He 0 0 0", basis={"He": basis}, verbose=0)
    s, u = eigh(mol.intor("int1e_ovlp"))
    c = u / np.sqrt(s)
    n = c.shape[1]
    core = c.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ c
    dipoles = [-(c.T @ d @ c) for d in mol.intor("int1e_r")]
    eri = ao2mo.kernel(mol.intor("int2e", aosym="s8"), c)
    eri = ao2mo.restore(1, eri, n)
    i, j = np.triu_indices(n)
    norm = np.where(i == j, 0.5, np.sqrt(0.5))
    one = np.eye(n)

    def symmetric(w):
        rows = (i[:, None], j[:, None])
        return (2 * norm[:, None] * norm
                * (w[rows + (i, j)] + w[rows + (j, i)]))

    def one_body(f):
        return (np.einsum("ik,jl->ijkl", f, one)
                + np.einsum("ik,jl->ijkl", one, f))
    h = symmetric(one_body(core) + eri.transpose(0, 2, 1, 3))
    return n, h, [symmetric(one_body(d)) for d in dipoles]


print("MODEL ATOMS (atomic units)")
for strength in (0.0, 0.1):
    h, mu = model_atom(strength)
    r = analyse(h, mu)
    first, second = pair_coefficients(h, mu, r["a"])
    a = r["a"]
    formula = np.array([8 * a**3 + r["disp_z"], 2 * a**3 + r["disp_x"]])
    assert np.allclose(first, [4 * a**2, -2 * a**2], rtol=1e-4)
    assert np.allclose(second, formula, rtol=1e-3, atol=1e-4)
    if strength == 0.0:
        assert abs(r["disp_z"]) < 1e-4 and abs(r["disp_x"]) < 1e-4
    else:
        assert abs(r["disp_mean"]) > 0.02 * a**3
    print(f"quartic strength {strength:.1f}: alpha = {a:.6f}, "
          f"gamma = {r['gpar']:.5f}")
    print(f"  R^-3 anisotropy: pair {first[0] - first[1]:.5f}, "
          f"6 alpha^2 {6 * a**2:.5f}")
    print(f"  R^-6 mean: pair {(second[0] + 2 * second[1]) / 3:.5f}, "
          f"formula {4 * a**3 + r['disp_mean']:.5f}")
    print(f"  R^-6 anisotropy: pair {second[0] - second[1]:.5f}, "
          f"formula {6 * a**3 + r['disp_aniso']:.5f}")
    print(f"  4 alpha^3 = {4 * a**3:.5f}, "
          f"mean dispersion part = {r['disp_mean']:.5f}")

small = [(0, 0.06, 3.0, 7), (1, 0.07, 2.8, 5), (2, 0.10, 3.0, 3)]
large = [(0, 0.04, 2.5, 10), (1, 0.05, 2.4, 7), (2, 0.08, 2.7, 4)]
results = []
print("FREE HELIUM ATOM, singlet full CI (atomic units)")
for name, shells in (("small", small), ("large", large)):
    n, h, mu = helium(shells)
    r = analyse(h, mu)
    results.append(r)
    assert close(r["gpar"], 3 * r["gperp"], 2e-3)
    assert close(r["gpar"], r["g_energy"], 5e-3)
    assert close(r["sum_rule"], 2.0, 0.05)
    text = ", ".join(f"{count}{'spd'[l]} from {low:.2f} ratio {ratio:.1f}"
                     for l, low, ratio, count in shells)
    print(f"{name} basis: {text}")
    print(f"  orbitals {n}, singlet functions {len(h)}, "
          f"energy {r['energy']:.5f} hartree")
    print(f"  alpha = {r['a']:.4f}, C6 = {r['c6']:.4f}, "
          f"C6 by double sum = {r['c6_sum']:.4f}")
    print(f"  gamma_par(0) = {r['gpar']:.3f}, "
          f"gamma_perp(0) = {r['gperp']:.3f}")
    print(f"  gamma from field energy = {r['g_energy']:.3f}, "
          f"oscillator-strength sum = {r['sum_rule']:.4f}")
    print(f"  mean dispersion coefficient = {r['disp_mean']:.3f}, "
          f"by explicit sum = {r['sum_disp_mean']:.3f}")
for key in ("a", "gpar", "c6", "disp_mean"):
    assert close(results[0][key], results[1][key], 0.10)

r = results[1]
a = r["a"]
gamma_ratio = r["gpar_i1"] / r["gpar"]
estimate = 10 * r["gpar"] * r["c6"] / (9 * a)
assert gamma_ratio < r["a_ratio"] and estimate > r["disp_mean"]
mean6 = 4 * a**3 + r["disp_mean"]
aniso6 = 6 * a**3 + r["disp_aniso"]
print("HELIUM PAIR COEFFICIENTS, large basis (atomic units)")
print(f"alpha(i)/alpha(0) at omega = 1 hartree: {r['a_ratio']:.4f}")
print(f"gamma_par(i)/gamma_par(0) at omega = 1 hartree: {gamma_ratio:.4f}")
print(f"R^-3 anisotropy, 6 alpha^2 = {6 * a**2:.4f}")
print(f"R^-6 mean: 4 alpha^3 = {4 * a**3:.3f}, "
      f"dispersion = {r['disp_mean']:.3f}, sum = {mean6:.3f}")
print(f"R^-6 trace (three times the mean) = {3 * mean6:.3f}")
print(f"R^-6 anisotropy: 6 alpha^3 = {6 * a**3:.3f}, "
      f"dispersion = {r['disp_aniso']:.3f}, sum = {aniso6:.3f}")
print(f"same-shape estimate 10 gamma C6/(9 alpha) = {estimate:.3f}, "
      f"ratio to integral = {estimate / r['disp_mean']:.3f}")

distance = 10.0
angstrom3 = (constants.physical_constants["Bohr radius"][0] * 1e10)**3
aniso_first = 6 * a**2 / distance**3
aniso_second = aniso6 / distance**6
mean_shift = mean6 / distance**6
print(f"LONG-RANGE FORMULA AT R = {distance:.1f} bohr")
print(f"anisotropy, R^-3 part = {aniso_first:.4e} bohr^3")
print(f"anisotropy, R^-6 part = {aniso_second:.4e} bohr^3")
print(f"anisotropy, sum = {aniso_first + aniso_second:.4e} bohr^3 "
      f"= {(aniso_first + aniso_second) * angstrom3:.4e} angstrom^3")
print(f"mean shift = {mean_shift:.4e} bohr^3 "
      f"= {mean_shift * angstrom3:.4e} angstrom^3")
print(f"mean shift / anisotropy = "
      f"{mean_shift / (aniso_first + aniso_second):.3e}")
print("tests ok")
```

Output:

```
MODEL ATOMS (atomic units)
quartic strength 0.0: alpha = 1.000000, gamma = 0.00000
  R^-3 anisotropy: pair 6.00000, 6 alpha^2 6.00000
  R^-6 mean: pair 4.00000, formula 4.00000
  R^-6 anisotropy: pair 6.00000, formula 6.00000
  4 alpha^3 = 4.00000, mean dispersion part = 0.00000
quartic strength 0.1: alpha = 0.579704, gamma = -0.53843
  R^-3 anisotropy: pair 2.01634, 6 alpha^2 2.01634
  R^-6 mean: pair 0.52860, formula 0.52860
  R^-6 anisotropy: pair 1.00339, formula 1.00339
  4 alpha^3 = 0.77925, mean dispersion part = -0.25065
FREE HELIUM ATOM, singlet full CI (atomic units)
small basis: 7s from 0.06 ratio 3.0, 5p from 0.07 ratio 2.8, 3d from 0.10 ratio 3.0
  orbitals 37, singlet functions 703, energy -2.89818 hartree
  alpha = 1.3924, C6 = 1.4767, C6 by double sum = 1.4767
  gamma_par(0) = 43.224, gamma_perp(0) = 14.408
  gamma from field energy = 43.225, oscillator-strength sum = 2.0012
  mean dispersion coefficient = 28.802, by explicit sum = 28.802
large basis: 10s from 0.04 ratio 2.5, 7p from 0.05 ratio 2.4, 4d from 0.08 ratio 2.7
  orbitals 51, singlet functions 1326, energy -2.90167 hartree
  alpha = 1.3858, C6 = 1.4649, C6 by double sum = 1.4649
  gamma_par(0) = 43.343, gamma_perp(0) = 14.448
  gamma from field energy = 43.344, oscillator-strength sum = 2.0018
  mean dispersion coefficient = 28.899, by explicit sum = 28.899
HELIUM PAIR COEFFICIENTS, large basis (atomic units)
alpha(i)/alpha(0) at omega = 1 hartree: 0.5028
gamma_par(i)/gamma_par(0) at omega = 1 hartree: 0.0947
R^-3 anisotropy, 6 alpha^2 = 11.5228
R^-6 mean: 4 alpha^3 = 10.646, dispersion = 28.899, sum = 39.545
R^-6 trace (three times the mean) = 118.634
R^-6 anisotropy: 6 alpha^3 = 15.968, dispersion = 16.130, sum = 32.098
same-shape estimate 10 gamma C6/(9 alpha) = 50.906, ratio to integral = 1.762
LONG-RANGE FORMULA AT R = 10.0 bohr
anisotropy, R^-3 part = 1.1523e-02 bohr^3
anisotropy, R^-6 part = 3.2098e-05 bohr^3
anisotropy, sum = 1.1555e-02 bohr^3 = 1.7123e-03 angstrom^3
mean shift = 3.9545e-05 bohr^3 = 5.8599e-06 angstrom^3
mean shift / anisotropy = 3.422e-03
tests ok
```
